Triplet excitations of stretched H2 and the exact-exchange fraction

Q: I calculated the lowest triplet excitation of H2 at a stretched bond with several hybrid functionals. The more exact exchange I used, the lower the energy came out, and at some point I got an imaginary number. Is that a numerical accident?

A: It can be settled in a model small enough to solve by hand. Take one basis function per atom. Inversion symmetry then fixes the two molecular orbitals: the bonding g (the sum) and the antibonding u (the difference), both real. The reference state has two electrons in g, one of each spin. Let the exchange energy be

E_x = a E_x(exact) + (1−a) E_x(local),

where "local" is the local spin-density approximation, and leave correlation out for now. Because symmetry fixes g, the density n = 2g² does not depend on a. Any change with a therefore comes from the energy expression and not from relaxing orbitals.

I use atomic units in the algebra and these integrals:

J_gg = (gg|gg), J_gu = (gg|uu), K = (gu|gu).

Here (pq|rs) is the Coulomb interaction between the charge distributions pq and rs. The core energies, kinetic plus nuclear attraction, are h_g and h_u. The local exchange potential of the reference is v_x = −(3n/π)^(1/3), with expectation values v_g and v_u in the two orbitals.

Q: What is a triplet excitation in this language?

A: A small oscillation in which the two spins move oppositely. Write

φ↑ = g + d u, φ↓ = g − d u,

with a small complex amplitude d(t). To first order the product of the two orbitals is

φ↑(1) φ↓(2) = g(1)g(2) + d [u(1)g(2) − g(1)u(2)].

The added part changes sign when the electrons' positions are exchanged, so its spin part is symmetric: it is a triplet. Equal signs of d in the two orbitals would give the singlet.

Each orbital obeys i ∂φ/∂t = Fφ, where F contains the core operator, the Hartree potential and the exchange terms of its own spin. I assume the adiabatic approximation: the exchange potential at each instant is that of the instantaneous orbitals.

First the orbital energies in the reference. The Hartree potential comes from two electrons. Exact exchange comes from the one electron of equal spin and contributes −J_gg for g and −K for u. So

ε_g = h_g + 2J_gg − aJ_gg + (1−a)v_g
ε_u = h_u + 2J_gu − aK + (1−a)v_u.

With the abbreviation

D = h_u − h_g + 2(J_gu − J_gg),

the gap Δ = ε_u − ε_g is

Δ = D + a(J_gg − K) + (1−a)(v_u − v_g).

Now take out the phase exp(−iε_g t) and project the equation for φ↑ on u. To first order,

i ḋ = Δ d + ⟨u|δF|g⟩,

where δF is the change of F caused by d itself.

Q: What does δF contain?

A: There are three candidates.

The Hartree potential does not change at first order. The total density is |g+du|² + |g−du|² = 2g² + 2|d|²u², because the cross terms of the two spins cancel.

The exact-exchange operator for φ↑ takes a function ψ to φ↑(r) ∫ φ↑*(r′)ψ(r′)/|r−r′| dr′. Insert φ↑ = g + du, let it act on g, and keep first order. Changing the outer φ↑ gives d(uu|gg) = dJ_gu after projection on u. Changing the inner φ↑* gives d*(ug|ug) = d*K. Exchange enters F with the factor −a, so the contribution is −a(J_gu d + K d*).

The local exchange potential of one spin is −(6n↑/π)^(1/3), which equals v_x when n↑ = g². A cube root changes by one third of the relative change of its argument. With d = x + iy the spin density changes by δn↑ = 2x gu, so

δv = v_x · 2x gu/(3g²)
⟨u|δv|g⟩ = (2x/3) ∫ v_x u² = (v_u/3)(d + d*).

The factor g² has cancelled, and no new integral is needed. Collecting the terms,

i ḋ = A d + B d*
A = Δ − aJ_gu + (1−a)v_u/3
B = −aK + (1−a)v_u/3.

Q: How do I get the excitation energy from that?

A: Separate the real and imaginary parts. Since i(ẋ + iẏ) = A(x + iy) + B(x − iy),

ẋ = (A − B) y
ẏ = −(A + B) x.

Differentiate the first equation and insert the second:

ẍ = −(A − B)(A + B) x.

This is an oscillator with

ω² = (A − B)(A + B).

The same result follows from the usual form of linear response. Put d = X exp(−iωt) + Y* exp(iωt) and compare the coefficients of the two exponentials for real ω:

AX + BY = ωX
BX + AY = −ωY.

Eliminating X and Y gives ω² = A² − B². X is the excitation amplitude and Y the de-excitation amplitude.

If the product (A − B)(A + B) is negative, the equation for x has growing and decaying exponentials instead of oscillations. That is what an imaginary ω means: a small opposite displacement of the two spins runs away.

Q: Which of the two factors goes negative, and why should exact exchange push it there?

A: Insert Δ into the sum and the difference:

A + B = D + aX_exact + (1−a)X_local
X_exact = J_gg − J_gu − 2K
X_local = (5/3)v_u − v_g

A − B = D + a(J_gg − J_gu) + (1−a)(v_u − v_g).

Both are linear in a, since none of the integrals depends on a.

Their meaning is seen in the energy. Mix the orbitals by a real angle θ,

φ = g cosθ ± u sinθ,

with the upper sign for spin up. To second order each spin density is

g² ± 2θ gu + θ²(u² − g²).

The pieces of the energy then change as follows.

Core energy: 2θ²(h_u − h_g).

Hartree energy: the total density changes by 2θ²(u² − g²) and interacts with 2g², which gives 4θ²(J_gu − J_gg). Together with the core part this is 2θ²D.

Exact exchange: with one electron per spin, it is minus half the self-repulsion of each spin density. That self-repulsion changes by θ²[4K + 2(J_gu − J_gg)]; the terms linear in θ vanish by inversion symmetry. Multiplying by −½ and adding both spins gives 2θ²(J_gg − J_gu − 2K) = 2θ²X_exact.

Local exchange: its first derivative with respect to the spin density is v_x and its second is v_x/(3g²). Each spin therefore contributes θ²(v_u − v_g) + ½(4θ²)(v_u/3). Both spins together give 2θ²X_local.

The sum is

E(θ) = E(0) + 2θ²(A + B).

So A + B is the stiffness of the restricted state against separating the spins. If the mixing coefficient is imaginary, g cosθ ± i u sinθ, the density term linear in θ is absent. The contributions −2K and (2/3)v_u drop out, and the stiffness becomes A − B. Numerical second derivatives of the energy confirmed both statements at bond lengths of 1.4, 2.5 and 4.0 bohr, each with three values of a. A − B was positive in all nine cases, so there the sign of ω² is the sign of A + B.

Q: I still do not see the physical reason.

A: Look at the product gu. It is positive on one atom and negative on the other, so the term ±2θgu moves spin up toward one atom and spin down toward the other. In each spin channel exact exchange cancels the self-repulsion of that channel's single electron. The more compact the electron becomes, the larger the repulsion to be cancelled, and the lower the exchange energy. This gain is the term −2K. Local exchange also rewards the separation, through (2/3)v_u, but the amount differs.

For STO-3G functions at a bond length of 2.5 bohr, K = 5.930 eV, v_g = −9.515 eV and v_u = −10.175 eV. The two rewards are

−2K = −11.860 eV
(2/3)v_u = −6.783 eV.

Exact exchange gains 5.077 eV more from the spin separation. The remaining terms, J_gg − J_gu = −0.104 eV against v_u − v_g = −0.660 eV, take back 0.556 eV. The net slope is

d(A + B)/da = −5.077 + 0.556 = −4.521 eV.

I have not proved this sign for every bond length. It was checked at nine lengths from 1.4 to 4.0 bohr and was negative at each.

Q: Can you follow the energy down at 2.5 bohr?

A: With h_u − h_g = 8.695 eV, J_gg = 15.648 eV and J_gu = 15.752 eV,

D = 8.695 + 2(15.752 − 15.648) = 8.903 eV.

X_local is −7.443 eV and X_exact is −11.965 eV. At a = 0 this gives A + B = 1.46 eV; at a = 1 it gives −3.06 eV. The zero lies at

a_c = 1.459/4.521 = 0.323.

Meanwhile A − B hardly moves: it rises from 8.24 to 8.80 eV. The excitation energies are

a = 0: ω = √(1.459 × 8.243) = 3.47 eV
a = 0.2: ω = √(0.555 × 8.354) = 2.15 eV
a = 0.3: ω = √(0.103 × 8.409) = 0.93 eV
a = 0.4: ω = 1.72 i eV
a = 1: ω = 5.19 i eV.

The fall is steady. In eV²,

ω² = (8.243 + 0.556a)(1.459 − 4.521a).

Its derivative at a = 0 is 0.556 × 1.459 − 4.521 × 8.243 = −36.5, and its second derivative is negative too, so ω² decreases for all a ≥ 0.

Q: The last stretch before zero looks abrupt, from 2.15 to 0.93 eV for a change of only 0.1 in a.

A: That is the square root. What passes smoothly through zero is ω². Near a_c the factor A − B is about 8.42 eV, so

ω² ≈ 8.42 × 4.521 (a_c − a) eV²
ω ≈ 6.17 √(a_c − a) eV.

At a = 0.3 this gives 0.93 eV, as in the list. The slope of ω grows without limit as a approaches a_c, so close to that point a small change of functional changes the reported excitation energy greatly.

Q: And beyond a_c, is anything in the molecule really growing exponentially?

A: In the approximate dynamics, yes; in the molecule, no. At a = 1 the growth time is ħ/|ω| = 0.127 fs. The full nonlinear orbital equation was propagated from a tiny spin displacement for 0.484 fs, which is 3.82 growth times. The linear theory predicts growth by the factor cosh(3.82), about 23, and the propagation gave 22.7. At a = 0 the same start led to an oscillation, which stood at −0.83 of its initial value at the end. Exponential growth holds as long as the displacement is small.

What the growth reveals is that the restricted state is not an energy minimum. At a = 1, mixing by θ = 20.8° lowers the energy by 0.385 eV. The state reached this way is no pure singlet. Its orbital product contains the triplet combination sinθ cosθ [u(1)g(2) − g(1)u(2)]. The bracket has squared norm 2, so the triplet weight is 2 sin²θ cos²θ = ½ sin²(2θ), or 22 percent here. Within one determinant, the electrons can be kept on separate atoms at the price of a wrong spin.

Q: When I switched on the Tamm-Dancoff approximation, the imaginary number went away. What did it do?

A: It sets B = 0 in the equation of motion, which removes the coupling to d*, that is, to the de-excitation amplitude Y:

i ḋ = A d, so d(t) = d(0) exp(−iAt).

A is a real number, so d keeps its size and only its phase turns. Growth is impossible whatever the value of a. With more orbitals, A becomes a Hermitian matrix, and its eigenvalues are real for the same reason.

Nor does A vanish where ω does. From

A = ½[(A + B) + (A − B)]

and A + B = 0 at the critical point, A = ½(A − B) there. At 2.5 bohr this is 4.21 eV. Over the whole range of a the Tamm-Dancoff energy falls along a straight line, from 4.85 eV at a = 0 to 2.87 eV at a = 1, and nothing marks the passage through a_c.

On the stable side with A > 0, ω² = A² − B² also shows that A ≥ ω. The two agree closely if |B| is small compared with A. At a = 0.3 they are 4.26 and 0.93 eV, so B is then nearly as large as A in magnitude.

Q: So Tamm-Dancoff cures the problem?

A: It removes the imaginary root, but not its cause. It still counts the energy from the restricted state, and that state is still not a minimum. This can be made precise at a = 1. The triplet with both spins up has the energy h_g + h_u + J_gu − K, and the restricted state has 2h_g + J_gg; the nuclear repulsion cancels in the difference:

E_triplet − E_restricted = h_u − h_g + J_gu − J_gg − K.

Inserting Δ into A at a = 1 gives the same expression. At 2.5 bohr it amounts to 8.695 + 0.104 − 5.930 = 2.87 eV.

Full configuration interaction in the same two orbitals keeps this triplet, since there is no second one to mix with it, but lowers the singlet by mixing g² with u². Its gap is 4.63 eV. The Tamm-Dancoff energy at a = 1 is therefore too small, relative to full CI, by 1.76 eV, and this whole amount is the correlation energy missing from the singlet. Full CI is the reference within this basis alone; it leaves out everything that two functions cannot describe.

Q: Could that missing energy become larger than the gap itself?

A: It does. At a = 1 the Tamm-Dancoff energy reaches zero at 2.93 bohr and is negative beyond. At 4.0 bohr it is −4.52 eV, while the full-CI gap is +0.45 eV. The triplet appears below the "ground state" because the restricted determinant lies 4.97 eV above the correlated singlet.

Less exact exchange delays this but does not prevent it. With a = 0 the zero is at 3.63 bohr, and the value at 4.0 bohr is −0.84 eV.

The limit of separated atoms shows why. There the overlap vanishes, and with atomic functions χ₁ and χ₂,

g² = u² = ½(χ₁² + χ₂²), gu = ½(χ₁² − χ₂²).

Call U the repulsion of two electrons in the same atomic function and γ the repulsion between the two atoms' distributions. Then

J_gg = J_gu = ½(U + γ), K = ½(U − γ).

Also h_u − h_g → 0 and v_u → v_g, so D and Δ − a(J_gg − K) both go to zero. What remains is

A → −aK + (1−a)v_u/3, B → the same value.

K is positive and v_u is negative, so A is negative for every a from 0 to 1. At the same time A − B → 0, so the imaginary ω finally shrinks to zero, while the Tamm-Dancoff energy stays negative.

Q: Then why have I never seen this trouble near the equilibrium bond length?

A: Because g and u are far apart in energy there, and D outweighs the exchange reward. At 1.4 bohr, near equilibrium, ω falls from 16.4 eV at a = 0 to 15.1 eV at a = 1 and stays real throughout. The Tamm-Dancoff values are 16.8 and 15.9 eV, and the full-CI gap is 16.5 eV. The approximation raises the energy by 0.39 eV at a = 0 and 0.78 eV at a = 1, about 2 and 5 percent of ω.

In this model, then, a change from real to imaginary ω as a goes from 0 to 1 needs a bond length inside a window. The stiffness A + B vanishes at these lengths:

a = 1: 2.18 bohr
a = 0.5: 2.40 bohr
a = 0.25: 2.55 bohr
a = 0: 2.75 bohr.

Between 2.18 and 2.75 bohr there is a critical fraction between 0 and 1. At 1.4 bohr there is none. At 4.0 bohr ω is imaginary already at a = 0, with a magnitude of 3.15 eV, so leaving out exact exchange does not guarantee a stable reference.

Q: My functionals contain correlation. Does that shift the numbers?

A: Yes, noticeably. The stiffness A + B at 2.5 bohr was also computed for PBE exchange mixed with exact exchange, with full PBE correlation:

PBE (a = 0): 2.38 eV
PBE0 (a = 0.25): 1.31 eV
exact exchange with PBE correlation (a = 1): −1.91 eV.

The critical fraction moves from 0.32 to 0.56, so PBE0 is still stable against spin separation at this length. Both fractions belong to the basis of two functions; in a larger basis the orbitals relax as a changes, and the critical fraction takes a different value.

The last line isolates the role of correlation. At a = 1 the exchange is the same as before, so the change from −3.062 to −1.906 eV, a stiffening by 1.156 eV, is due to PBE correlation. The density is fixed by symmetry and the correlation functional is not scaled with a, so the same 1.156 eV is present at a = 0. There the total change is only 2.382 − 1.459 = 0.923 eV. PBE exchange must therefore be softer than local exchange by about 0.23 eV in this mode. The direction of the effect of a is unchanged: A + B still falls as exact exchange replaces the semilocal part.

Q: What should I do when my calculation reports an imaginary triplet energy?

A: Read it as a statement about the reference state: it is not an energy minimum of the functional. When A − B is positive, as in all cases checked here, the negative factor is A + B, and a determinant with separated spins lies lower. A Tamm-Dancoff calculation will return a real number, but that does not make it reliable. At 2.5 bohr, in the range where ω is imaginary, it gives 4.06 eV at a = 0.4 and 2.87 eV at a = 1, against 4.63 eV from full CI; at 4.0 bohr it is negative and meaningless as a gap. A negative Tamm-Dancoff value does signal the instability, since A is the mean of the two stiffnesses A + B and A − B and at least one of them must then be negative; a positive value carries no such mark. So treat it with caution whenever the restricted state is unstable, and for a reliable gap use a method that mixes g² and u² in the singlet. The numerical output below lists the values for eight exchange fractions at 2.5 bohr and for a = 0 and a = 1 at 1.4 and 4.0 bohr.

Computed results

```
H2, STO-3G; local exchange without correlation unless stated
bond length where A+B = 0, a = 0.00: 2.753 bohr
bond length where A+B = 0, a = 0.25: 2.548 bohr
bond length where A+B = 0, a = 0.50: 2.397 bohr
bond length where A+B = 0, a = 1.00: 2.180 bohr
bond length where TDA energy A = 0, a = 0.00: 3.633 bohr
bond length where TDA energy A = 0, a = 1.00: 2.926 bohr
example bond length R: 2.5 bohr; overlap S: 0.3287
h_u - h_g: 8.695 eV
Jgg, Jgu, K: 15.648, 15.752, 5.930 eV
v_g, v_u: -9.515, -10.175 eV
X_exact, X_local: -11.965, -7.443 eV
slope d(A+B)/da: -4.521 eV
at R: a | A+B | A-B | omega | TDA energy A (energies in eV)
0.00 | 1.459 | 8.243 | 3.468 | 4.851
0.10 | 1.007 | 8.298 | 2.891 | 4.653
0.20 | 0.555 | 8.354 | 2.153 | 4.454
0.30 | 0.103 | 8.409 | 0.929 | 4.256
0.40 | -0.349 | 8.465 | 1.720 i | 4.058
0.50 | -0.802 | 8.521 | 2.613 i | 3.859
0.75 | -1.932 | 8.660 | 4.090 i | 3.364
1.00 | -3.062 | 8.799 | 5.191 i | 2.868
critical exchange fraction a_c at R: 0.3227
TDA energy at a_c: 4.211 eV
growth time 1/|omega| at R, a = 1: 0.1268 fs
propagation time: 0.4838 fs
final/initial real u amplitude, a = 0: -0.829
final/initial real u amplitude, a = 1: 22.701
spin-broken energy lowering at R, a = 1: 0.3851 eV
spin-broken mixing angle: 20.77 degrees
full-CI triplet gap at R: 4.628 eV
R = 1.4 bohr, a = 0: omega 16.378 eV, TDA 16.766 eV
R = 1.4 bohr, a = 1: omega 15.133 eV, TDA 15.916 eV
R = 1.4 bohr: full-CI gap 16.476 eV
R = 4.0 bohr, a = 0: omega 3.154 i eV, TDA -0.844 eV
R = 4.0 bohr, a = 1: omega 5.620 i eV, TDA -4.524 eV
R = 4.0 bohr: full-CI gap 0.448 eV
A+B at R, PBE: 2.382 eV
A+B at R, PBE0: 1.310 eV
A+B at R, exact exchange + PBE correlation: -1.906 eV
PBE-family fraction where A+B = 0 (linear continuation): 0.5554
```
